# The Thomas-Fermi Screening Length of a Neutral Atom, part 2

How do the electrons of an atom screen its nucleus, and how near can a proton come to it? The Thomas-Fermi model treats each small region of the atom as a uniform electron gas at zero temperature, around a fixed point nucleus of charge \(Z\). It omits relativity, exchange, correlation and energy terms containing density gradients. Hartree atomic units are used, with lengths in bohr, \(a_0\), and energies in hartree.

The \(N\) electrons have density \(n\) and kinetic energy density \(Cn^{5/3}\). With \(g\) electrons per plane wave, one per spin state,
\[
C=\frac{3}{10}\left(\frac{6\pi^2}{g}\right)^{2/3}.
\]
States are filled locally up to wave number \(k_F\). The local treatment requires
\[
\left|\frac{d}{dr}\frac{1}{k_F}\right|\ll1 .
\]

The electrostatic potential \(\Phi\), which includes the electrons, obeys \(\nabla^2\Phi=4\pi n\) away from the nucleus. Where \(n>0\), minimising the energy at fixed \(N\), with multiplier \(\mu\), gives
\[
\frac53Cn^{2/3}=\Phi+\mu ,
\]
or equivalently \(k_F^2/2-\Phi=\mu\). For a neutral atom \(\mu=0\).

For a neutral atom, write \(\Phi=Z\varphi(x)/r\), with \(x=r/a\). The length \(a\) is chosen by the convention that the equation for the screening function \(\varphi\) has coefficient one:
\[
\varphi''=\frac{\varphi^{3/2}}{\sqrt x},\qquad
\varphi(0)=1,\qquad \varphi(\infty)=0 .
\]
This gives
\[
a=\frac{5C}{3(4\pi)^{2/3}}\,Z^{-1/3},
\]
which is \(0.8853/Z^{1/3}\) bohr for two spin states. The computed results call the number in front of \(Z^{-1/3}\) the length factor \(b\).

The density in scaled form is
\[
n=\frac{Z}{4\pi a^3}\left(\frac{\varphi}{x}\right)^{3/2},
\]
and the fraction of the electrons inside \(x\) is
\[
q(x)=\int_0^x\sqrt y\,\varphi^{3/2}\,dy=x\varphi'-\varphi+1 ,
\]
with \(q=1\) at infinity.

Q: A second-order equation needs a starting slope. How do you find it?

A: By starting at the far end. Put \(w=x^3\varphi\) and \(s=\ln x\), so that \(x\,d/dx=d/ds\) and \(\varphi=e^{-3s}w\). Then
\[
x^2\varphi''=\left(\frac{d^2}{ds^2}-\frac{d}{ds}\right)e^{-3s}w
=e^{-3s}\,(w_{ss}-7w_s+12w).
\]
The other side is \(x^{3/2}\varphi^{3/2}=e^{-3s}w^{3/2}\). Hence
\[
w_{ss}-7w_s+12w=w^{3/2}.
\]
A constant positive solution has \(w^{1/2}=12\), or \(w=144\), so the tail approaches \(144/x^3\). For a small deviation \(\delta\) from 144, the right side changes by \(\frac32\cdot12\,\delta=18\delta\), giving \(\delta_{ss}-7\delta_s-6\delta=0\). Its exponents are \((7\pm\sqrt{73})/2\), and the negative one describes the approach to the tail.

Integration inward from that approach yields a solution with some value at the nucleus other than one. This can be repaired, because if \(\varphi(x)\) solves the equation, so does \(f(x)=\lambda^3\varphi(\lambda x)\): both \(f''\) and \(f^{3/2}/\sqrt x\) equal \(\lambda^{9/2}\varphi^{3/2}(\lambda x)/\sqrt x\). Choosing \(\lambda\) to make \(f(0)=1\) gives the initial slope \(-1.588071\).

Q: What would a slightly wrong slope do?

A: A start that is 1% steeper reaches zero at \(x=3.13\). This describes a positive ion. For an ion one sets \(\Phi+\mu=Z\varphi/r\); the constant \(\mu\) adds \(\mu r\) to \(r\Phi\), and its second derivative is zero, so the scaled equation is unchanged. The formula for \(q\) at the edge \(x_0\) becomes \(N/Z=1+x_0\varphi'(x_0)\), which here equals 0.523. A start that is 1% flatter has its slope reach zero while \(\varphi\) is still positive. Since \(\varphi''>0\), the function then rises and cannot satisfy the outer condition.

Q: If \(a\) is a screening length, I would expect \(\varphi\) to fall as \(e^{-x}\).

A: It does not. At \(x=1\), \(\varphi=0.424\), against \(e^{-1}=0.368\). At \(x=10\), \(\varphi=0.0243\), against \(4.5\times10^{-5}\). The length \(a\) is a unit in which all neutral Thomas-Fermi atoms have the same screening function. A more direct measure is the radius where half the bare nuclear potential remains: \(x=0.757\), or \(r=0.670/Z^{1/3}\) bohr.

The \(144/x^3\) tail is reached slowly; at \(x=10\) it would give 0.144. In that tail, \(\Phi=144Za^3/r^4\), which no longer depends on \(Z\), because \(a^3\) is proportional to \(1/Z\).

Q: Can the energy itself confirm the factor?

A: Yes. Keep the shape of the density, with \(\varphi\) still the solution of the equation with coefficient one, and let its length vary. The convention enters through that \(\varphi\); the energy then has to find the length. Use
\[
n=\frac{Z}{4\pi\ell^3}\left(\frac{\varphi(r/\ell)}{r/\ell}\right)^{3/2},
\]
which contains \(Z\) electrons for every \(\ell\). With \(r=\ell x\), its kinetic energy is
\[
T=C\int_0^\infty4\pi\ell^3x^2
\left(\frac{Z}{4\pi\ell^3}\right)^{5/3}
\left(\frac{\varphi}{x}\right)^{5/2}dx
=\frac{CZ^{5/3}I}{(4\pi)^{2/3}\ell^2},
\qquad
I=\int_0^\infty\frac{\varphi^{5/2}}{\sqrt x}\,dx .
\]
For the Coulomb energy, build the atom from spherical shells. A shell at \(r\) interacts with the nucleus and with the electrons inside it, and each pair of shells is thereby counted once. The charge inside is \(Z(1-q)=Z(\varphi-x\varphi')\), and so
\[
W=-\frac{Z^2}{\ell}\int_0^\infty
\frac{\varphi^{3/2}}{\sqrt x}\,(\varphi-x\varphi')\,dx
=-\frac{Z^2}{\ell}\left[I-\int_0^\infty\sqrt x\,\varphi^{3/2}\varphi'\,dx\right].
\]
Because \(\varphi^{3/2}\varphi'=\frac25(\varphi^{5/2})'\), integration by parts turns the remaining integral into \(-I/5\); the boundary terms vanish. Thus \(W=-6IZ^2/(5\ell)\). The energy is stationary when
\[
-\frac{2CZ^{5/3}I}{(4\pi)^{2/3}\ell^3}+\frac{6IZ^2}{5\ell^2}=0,
\qquad
\ell=\frac{5C}{3(4\pi)^{2/3}}Z^{-1/3}.
\]
This is \(a\). It is a minimum, since \(T\) dominates at small \(\ell\) and \(W\) at large \(\ell\). Compression costs \(Z^{5/3}/\ell^2\) and gains \(Z^2/\ell\), which explains the power of \(Z\). A numerical minimisation for \(Z=30\), with the coefficient obtained by counting plane waves and the Coulomb energy by quadrature, gives 0.88534.

Q: Now use it. What does this length decide when an ion hits a surface?

A: Together with the nuclear charge and the collision energy, it decides how near the ion can come to a nucleus in this model. Take a proton of 500 eV meeting a free zinc atom head-on. The setting is hydrogen-plasma etching of zinc oxide; the energy is chosen for illustration. A bare proton has no electrons of its own. If the zinc electrons stay frozen, its interaction energy is therefore \(\Phi(r)\), without any rule for combining two electron clouds. For \(Z=30\),
\[
a=\frac{0.8853}{30^{1/3}}=0.2849\ \text{bohr}=0.01508\ \text{nm}.
\]

The zinc atom, of mass \(M=65.38\) u, is initially at rest. At closest approach it and the proton, of mass \(m=1.007\) u, share the velocity \(V=mv/(m+M)\), by momentum conservation. The energy then stored in the interaction is
\[
\frac{mv^2}{2}-\frac{(m+M)V^2}{2}
=\frac{mv^2}{2}\,\frac{M}{m+M}
=500\times\frac{65.38}{66.39}=492.4\ \text{eV}.
\]
This is 18.10 hartree. Without screening, \(r=Z/18.10=1.658\) bohr, or 0.0877 nm. With screening, the condition \(Z\varphi(x)/(ax)=18.10\) becomes
\[
\frac{\varphi(x)}{x}=\frac{18.10\times0.2849}{30}=0.172 .
\]
Its solution is \(x=1.671\), where \(\varphi=0.287\). The closest approach is \(1.671\times0.01508=0.0252\) nm, smaller than the unscreened value by a factor of 3.5. Integrating the motion of both particles from a separation of 20 bohr gives the same distance.

Q: May you use a classical path for a proton?

A: For this estimate, yes. Its reduced de Broglie wavelength at the centre-of-mass energy is 0.00021 nm, about 1.4% of \(a\). Near the turning point the relative motion slows and the local wavelength grows, so another length is needed there. It is \((2m_rF)^{-1/3}\) in atomic units, where \(m_r\) is the reduced mass and \(F\) the repulsive force at that point. This sets how far the wave function reaches past the classical limit. Here it is 0.0008 nm, about 3% of the closest approach. The weaker point is the atom.

Q: Then compare the atom with one that has orbitals.

A: Hartree-Fock theory supplies shells, exchange and orbital kinetic energy. It still omits correlation and, as used here, relativity, and it is computed in a finite basis, so it is a reference and not the truth. For zinc the two screening functions are:

| \(r\) (nm) | Thomas-Fermi | Hartree-Fock |
|---|---:|---:|
| 0.005 | 0.700 | 0.693 |
| 0.020 | 0.347 | 0.320 |
| 0.050 | 0.139 | 0.081 |
| 0.100 | 0.050 | 0.022 |

The two agree within 10% at the two smaller distances, but the model is poor at the two larger ones, in the outer part of the atom. At 0.05 nm its potential is 1.7 times the Hartree-Fock value, and at 0.1 nm it is 2.3 times that value.

For the 500 eV proton, the frozen Hartree-Fock atom gives a closest approach of 0.0236 nm. The Thomas-Fermi distance is 7% larger, relative to that result. The energy is more sensitive: at the Thomas-Fermi turning distance, frozen Hartree-Fock gives 425 eV in place of 492 eV.

Q: Does the \(Z^{-1/3}\) law itself survive?

A: Approximately, for the four closed-shell atoms examined. The Hartree-Fock half-screening radius falls from 0.275 bohr in neon to 0.191 bohr in krypton. Multiplied by \(Z^{1/3}\), it is 0.592 for neon, 0.621 for argon, 0.626 for zinc and 0.631 for krypton, in bohr. The Thomas-Fermi value is 0.670. The shortfall relative to it drops from 12% to 6% along this series.

Q: You froze the electrons while a positive charge entered the atom. Surely they move.

A: They do, and they lower the energy. With the proton held at 0.0252 nm, relaxing the Hartree-Fock orbitals reduces the interaction energy by 32 eV, from 425 to 393 eV. A larger basis, the same for the atom and the pair, increases the reduction by about 0.7 eV. The sign follows from the variational principle: the frozen orbitals are one permitted choice, and the relaxed ones minimise the energy. The Thomas-Fermi value of 492 eV is 25% above the relaxed one.

The relaxed calculation assumes that the electrons keep pace with the proton. The speeds favour this at the turning distance: the incoming proton has 0.14 atomic units, and the local Fermi speed is \(\sqrt{2\times18.10}=6.0\). This does not settle the response of the slower outer electrons. The relaxed energy belongs to the lowest state of the pair. At large separation that state is a hydrogen atom and a zinc ion, because zinc binds its outermost electron less strongly than hydrogen does. The probability that the proton captures an electron during the collision, and the energy lost to electronic excitation, are omitted and have not been sized.

Q: How much of this reaches a real etching process?

A: The collision estimate does, with limits. Hydrogen plasmas also deliver molecular ions, whose energy is shared among their nuclei, and many ions arrive with less than 500 eV. A slower proton turns farther out, where the model is worse. At 0.05 nm the Thomas-Fermi interaction is 120 eV, while the Hartree-Fock screening function reduces it to 70 eV. That value is for the frozen atom. Relaxing the orbitals around a proton held at this distance lowers it by a further 14 eV, to about 56 eV, a fifth of the frozen value. For energies near 100 eV, then, I would use an orbital-based potential and count the response of the electrons as an uncertainty of that size. In the solid, neighbouring atoms lie roughly 0.2 nm away and also act on the proton; their influence is not estimated here. The proton may also capture an electron from the surface before it reaches the zinc atom, and it is then no longer the bare charge assumed above. Most collisions are not head-on and have larger closest distances. An etch rate also depends on surface chemistry, which this calculation does not contain.

Q: Would a heavier target make the model safer?

A: In part. The region near the nucleus where the local treatment fails shrinks as \(1/Z\). In the middle of the atom, \(k_F=\sqrt{2Z\varphi/(ax)}\) gives \(d(1/k_F)/dr=(2Za)^{-1/2}\,d\sqrt{x/\varphi}/dx\), which at fixed \(x\) falls slowly, as \(Z^{-1/3}\). Its smallest value is 0.44 for \(Z=10\), 0.30 for zinc and 0.22 for \(Z=80\). Relativity, however, grows in importance: its relative scale for the innermost electrons is \((Z\alpha)^2\), where \(\alpha\) is the fine-structure constant, and this is already 0.048 for zinc. The outer atom also remains a difficulty. In the \(1/r^4\) tail, \(k_F=\sqrt{2\Phi}\) is proportional to \(1/r^2\), so \(1/k_F\) grows as \(r^2\) and its derivative as \(r\). Far enough out, the condition of slow variation fails for every \(Z\).

Q: And if the projectile is a heavy atom, as in sputtering by metal ions?

A: Then \(a\) still describes each separate neutral atom in this model, but it is not by itself the screening length of the pair. When two electron clouds overlap, their repulsion and the change in their degenerate kinetic energy enter the interaction. Neither is contained in the potential that one atom presents to a bare charge.

## Computed results

```
kinetic coefficient C, g=2, formula: 2.87123 a.u.
kinetic coefficient C, g=2, counted: 2.87123 a.u.
kinetic coefficient C, g=1, formula: 4.55780 a.u.
length factor b, g=2, formula: 0.88534
length factor b, g=2, energy minimum: 0.88534
length factor b, g=1, formula: 1.40539
length factor b, g=1, energy minimum: 1.40539
initial slope phi'(0): -1.588071
electron charge / Z by quadrature: 1.000000
phi(1): 0.4240; exp(-1): 0.3679
phi(10): 0.02431; exp(-10): 4.54e-05
1% steeper start: edge x = 3.13, N/Z = 0.5230
Zn: Z = 30, mass = 65.38 u
Zn screening length: 0.2849 bohr = 0.01508 nm
proton energy, laboratory: 500.0 eV
energy, centre of mass: 492.4 eV
closest approach, bare nucleus: 0.0877 nm
closest approach, Thomas-Fermi: 0.02519 nm
closest approach, from trajectory: 0.02519 nm
closest approach, frozen HF atom: 0.02357 nm
x at TF closest approach: 1.6705
phi at TF closest approach: 0.2871
At the TF closest approach, proton-Zn energy:
  HF, frozen atom: 425.3 eV
  HF, relaxed electrons: 393.4 eV
  relaxation: 31.9 eV
Zn: r (nm), phi TF, phi HF, TF potential energy (eV)
  0.002  0.8505  0.8466  18370.51
  0.005  0.7003  0.6925  6050.09
  0.010  0.5351  0.5174  2311.44
  0.020  0.3473  0.3196  750.06
  0.050  0.1385  0.0811  119.70
  0.100  0.0505  0.0218  21.80
TF half-screening: x = 0.7566, r*Z^(1/3) = 0.6698 bohr
HF atoms: Z, half-screening r (bohr), r*Z^(1/3) (bohr)
  Ne  10  0.2748  0.5921
  Ar  18  0.2370  0.6210
  Zn  30  0.2014  0.6256
  Kr  36  0.1911  0.6309
(Z alpha)^2 for Zn: 0.0479
proton speed: 0.1415 a.u.
Fermi speed at closest approach: 6.016 a.u.
reduced de Broglie wavelength: 0.000207 nm
```
